**Dilute partition coefficient from excess chemical potentials**

The program tests k_c = exp[−(μ_B^ex,s − μ_B^ex,l)/T] and k_x = k_c ρ_l/ρ_s for dopant B in crystal s and melt l. Here k_c and k_x are the number-density and atom-fraction ratios, ρ is the host number density, and T is Boltzmann's constant times temperature. The system is a solvable one-dimensional model, not a real material or an electronic-structure calculation. The program asserts that single-dopant coupling integrals agree with full two-phase equilibrium extrapolated to zero dopant, giving k_x = 0.3084 and k_c = 0.3597. It also asserts the mass-fraction limit, the liquidus slope, the pure-B reference conversion, the solute ratio away from host melting, and the 1/N scaling of the fixed-length error. Random insertion in the melt is required to agree within five standard errors; the output shows a deviation of 3.6 standard errors, whose cause the run does not settle.

## Check in Python

```python
"""Dilute partition coefficient from excess chemical potentials.

Result under test, for dopant B in host A at host melting temperature T:
    k_c = exp(-(muex_B_crystal - muex_B_melt)/T)    number-density ratio
    k_x = k_c * rho_melt/rho_crystal                atom-fraction ratio
Here muex_B = muex_A + g in each phase, with g the configurational free
energy of turning one A into B, and rho the host number density.
T means k_B times temperature. Energies in hartree, lengths in bohr.
Activities z = exp(mu/T)/Lambda have unit 1/bohr.

Solvable one-dimensional model: the melt is a line of atoms with
nearest-neighbour Morse forces under compressive force P. The crystal has
the same pair forces, rigid spacing a, and a site field E + K q^2/2.
Mixtures are solved by transfer matrices; single-dopant free energies
are found separately by coupling integration.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

T_MELT = 0.004
FORCE = 0.001
SPACING = 5.2
MASS_RATIO = 2.0
SITE_PENALTY = 0.004
PAIR = {"AA": (0.010, 5.0), "AB": (0.009, 5.3), "BB": (0.008, 5.6)}
MORSE_ALPHA = 0.9
STIFFNESS = {"A": 0.020, "B": 0.024}
site_energy = {"A": 0.0, "B": 0.0}

DR = 0.05
r = DR * np.arange(1, 3201)
q = np.linspace(-3.0, 3.0, 61)
DQ = q[1] - q[0]
separation = SPACING + q[None, :] - q[:, None]
nodes, weights = np.polynomial.legendre.leggauss(16)
nodes, weights = (nodes + 1) / 2, weights / 2


def pair_energy(distance, pair):
    depth, r0 = PAIR[pair]
    return depth * ((1 - np.exp(-MORSE_ALPHA * (distance - r0)))**2 - 1)


def site_field(species):
    return site_energy[species] + 0.5 * STIFFNESS[species] * q**2


def gap_integral(pair, T, power=0):
    boltzmann = np.exp(-(pair_energy(r, pair) + FORCE * r) / T)
    return DR * np.sum(r**power * boltzmann)


def melt_activities(T, x):
    """Activities of A and B in a melt with dopant atom fraction x."""
    jaa, jab, jbb = (gap_integral(p, T) for p in ("AA", "AB", "BB"))
    t = np.sqrt(x / (1 - x))
    c = t + 1 / t
    y = 2 / (c + np.sqrt(c * c - 4 * (1 - jaa * jbb / jab**2)))
    z_a = (1 - y * t) / jaa
    return z_a, y * y / (jab**2 * z_a)


def melt_length(T, x, z_a, z_b):
    """Mean length per atom in the mixed melt."""
    laa, lab, lbb = (gap_integral(p, T, 1) for p in ("AA", "AB", "BB"))
    return (z_a * laa * (1 - x) + z_b * lbb * x
            + 2 * np.sqrt(z_a * z_b * x * (1 - x)) * lab)


def leading_vector(matrix):
    v = np.ones(len(matrix))
    v /= v.sum()
    value = 1.0
    for _ in range(200):
        w = matrix @ v
        value = w.sum()
        v = w / value
    return value, v


def crystal_state(T, z_a, z_b):
    """Leading eigenvalue (1 at equilibrium site number), B fraction, vector."""
    z = {"A": z_a, "B": z_b}
    rows = []
    for i in "AB":
        row = []
        for j in "AB":
            pair = "".join(sorted(i + j))
            energy = (pair_energy(separation, pair) + FORCE * SPACING
                      + 0.5 * site_field(i)[:, None]
                      + 0.5 * site_field(j)[None, :])
            row.append(np.sqrt(z[i] * z[j]) * DQ * np.exp(-energy / T))
        rows.append(row)
    value, v = leading_vector(np.block(rows))
    right = v.reshape(2, -1)
    occupation = (right * right[:, ::-1]).sum(axis=1)
    return value, occupation[1] / occupation.sum(), right


def crystal_activities(T, x):
    def mismatch(log_ratio):
        return np.log(crystal_state(T, 1.0, np.exp(log_ratio))[1] / x)
    log_ratio = brentq(mismatch, np.log(x) - 12, np.log(x) + 12, xtol=1e-12)
    z_a = 1 / crystal_state(T, 1.0, np.exp(log_ratio))[0]
    return z_a, z_a * np.exp(log_ratio)


def host_gap(T):
    """Host chemical potential in melt minus that in crystal."""
    return T * np.log(crystal_state(T, 1.0, 0.0)[0] / gap_integral("AA", T))


def substitution_melt(T):
    u_a, u_b = pair_energy(r, "AA"), pair_energy(r, "AB")
    total = 0.0
    for eta, weight in zip(nodes, weights):
        p = np.exp(-((1 - eta) * u_a + eta * u_b + FORCE * r) / T)
        total += weight * 2 * np.sum((u_b - u_a) * p) / np.sum(p)
    return total


def substitution_crystal(T):
    host = crystal_state(T, 1.0, 0.0)[2][0]
    neighbour = host * np.exp(-0.5 * site_field("A") / T)
    u_a, u_b = pair_energy(separation, "AA"), pair_energy(separation, "AB")
    w_a, w_b = site_field("A"), site_field("B")
    total = 0.0
    for eta, weight in zip(nodes, weights):
        bond = np.exp(-((1 - eta) * u_a + eta * u_b) / T)
        side = bond @ neighbour
        side_change = (bond * (u_b - u_a)) @ neighbour
        site = np.exp(-((1 - eta) * w_a + eta * w_b) / T)
        norm = np.sum(site * side[::-1] * side)
        change = np.sum(site * side[::-1]
                        * ((w_b - w_a) * side + 2 * side_change))
        total += weight * change / norm
    return total


def coexistence(x_melt):
    """Full two-component equilibrium at fixed force and melt composition."""
    def imbalance(T):
        return np.log(crystal_state(T, *melt_activities(T, x_melt))[0])
    T = brentq(imbalance, 0.8 * T_MELT, 1.1 * T_MELT, xtol=1e-17, rtol=1e-14)
    z_a, z_b = melt_activities(T, x_melt)
    x_crystal = crystal_state(T, z_a, z_b)[1]
    return T, x_crystal, melt_length(T, x_melt, z_a, z_b)


def mass_fraction(x):
    return MASS_RATIO * x / (MASS_RATIO * x + 1 - x)


# Calibrate the host site energy so that the pure host melts at T_MELT.
site_energy["A"] = host_gap(T_MELT)
site_energy["B"] = site_energy["A"] + SITE_PENALTY
T = T_MELT
entropy_fusion = -(host_gap(1.001 * T) - host_gap(0.999 * T)) / (0.002 * T)
latent_heat = T * entropy_fusion
assert abs(host_gap(T)) < 1e-12 and latent_heat > 0

# Excess chemical potentials and predicted partition coefficients.
length_melt = gap_integral("AA", T, 1) / gap_integral("AA", T)
g_melt, g_crystal = substitution_melt(T), substitution_crystal(T)
muex_a_melt = T * np.log(length_melt / gap_integral("AA", T))
muex_a_crystal = T * np.log(SPACING / crystal_state(T, 1.0, 0.0)[0])
muex_b_melt = muex_a_melt + g_melt
muex_b_crystal = muex_a_crystal + g_crystal
k_c = np.exp(-(muex_b_crystal - muex_b_melt) / T)
k_x = k_c * SPACING / length_melt

# Random insertion of B in the pure melt.
rng = np.random.default_rng(7)
fine = 0.005 * np.arange(1, 32001)
density = np.exp(-(pair_energy(fine, "AA") + FORCE * fine) / T)
cumulative = np.cumsum(density) / density.sum()
gaps = np.interp(rng.random(2000000), cumulative, fine + 0.0025)
place = gaps * rng.random(gaps.size)
delta_u = (pair_energy(place, "AB") + pair_energy(gaps - place, "AB")
           - pair_energy(gaps, "AA"))
sample = gaps * np.exp(-delta_u / T) / length_melt
insertion = sample.mean()
insertion_error = sample.std() / np.sqrt(sample.size)
muex_b_insertion = -T * np.log(insertion)
assert insertion_error / insertion < 0.03
assert abs(insertion - np.exp(-muex_b_melt / T)) < 5 * insertion_error

# Two-phase equilibrium extrapolated to zero dopant, in three conventions.
limits = []
for x in (4e-4, 2e-4):
    T_x, x_s, length_x = coexistence(x)
    limits.append(np.array([x_s / x, (x_s / SPACING) / (x / length_x),
                            mass_fraction(x_s) / mass_fraction(x),
                            (T - T_x) / x]))
k_x_full, k_c_full, k_w_full, slope_full = 2 * limits[1] - limits[0]
slope_formula = T**2 * (1 - k_x) / latent_heat
assert abs(k_x_full / k_x - 1) < 1e-5
assert abs(k_c_full / k_c - 1) < 1e-5
assert abs(k_w_full / k_x - 1) < 1e-5
assert abs(slope_full - slope_formula) < 1e-4 * T**2 / latent_heat

# Pure-B reference states, activities found in each mixed phase separately.
x_small = 1e-6
pure_melt = 1 / gap_integral("BB", T)
pure_crystal = 1 / crystal_state(T, 0.0, 1.0)[0]
gamma_melt = melt_activities(T, x_small)[1] / (x_small * pure_melt)
gamma_crystal = crystal_activities(T, x_small)[1] / (x_small * pure_crystal)
fusion_b = T * np.log(pure_melt / pure_crystal)
k_reference = gamma_melt / gamma_crystal * np.exp(fusion_b / T)
assert abs(k_reference / k_x - 1) < 1e-4

# Away from host melting: equality of the dopant chemical potential alone.
T_off = 0.95 * T
k_exchange = np.exp(-(substitution_crystal(T_off)
                      - substitution_melt(T_off)) / T_off)
k_off = k_exchange * np.exp(host_gap(T_off) / T_off)
k_off_direct = (melt_activities(T_off, x_small)[1]
                / crystal_activities(T_off, x_small)[1])
assert abs(k_off_direct / k_off - 1) < 1e-4

# Substitution in a melt ring of fixed length, by Fourier inversion.
period = 1500.0
wave = 2 * np.pi * np.arange(1, 401) / period
phase = np.exp(1j * np.outer(wave, r - length_melt))
fourier = {}
for pair in ("AA", "AB"):
    p = np.exp(-(pair_energy(r, pair) + FORCE * r) / T)
    fourier[pair] = phase @ (p / p.sum())


def fixed_length_offset(n):
    host = 1 + 2 * np.sum((fourier["AA"]**n).real)
    doped = 1 + 2 * np.sum((fourier["AA"]**(n - 2) * fourier["AB"]**2).real)
    return -T * np.log(doped / host)


offset = {n: fixed_length_offset(n) for n in (100, 400, 800)}
assert abs(800 * offset[800] - 400 * offset[400]) < 0.1 * T
assert abs(offset[800]) < 0.01 * T

kelvin = physical_constants["hartree-kelvin relationship"][0]
ev = physical_constants["Hartree energy in eV"][0]
interstitial = (2 * pair_energy(SPACING / 2, "AB")
                - pair_energy(SPACING, "AA"))
print(f"T_melt = {T:.4f} hartree = {T * kelvin:.1f} K")
print(f"compressive force P = {FORCE:.4f} hartree/bohr")
for name, (depth, r0) in PAIR.items():
    print(f"Morse {name}: depth {depth:.4f} hartree, r0 {r0:.2f} bohr")
print(f"Morse exponent = {MORSE_ALPHA:.2f} 1/bohr")
print(f"site stiffness A, B = {STIFFNESS['A']:.3f}, "
      f"{STIFFNESS['B']:.3f} hartree/bohr^2")
print(f"site energy A (calibrated) = {site_energy['A']:.6f} hartree")
print(f"site energy B minus A = {SITE_PENALTY:.4f} hartree")
print(f"mass ratio B/A = {MASS_RATIO:.1f}")
print(f"length per host atom, crystal = {SPACING:.4f} bohr")
print(f"length per host atom, melt = {length_melt:.4f} bohr")
print(f"host entropy of fusion = {entropy_fusion:.4f} k_B per atom")
print(f"host latent heat = {latent_heat:.6f} hartree per atom")
print(f"g melt = {g_melt:.6f} hartree")
print(f"g crystal = {g_crystal:.6f} hartree")
print(f"muex A melt (z in 1/bohr) = {muex_a_melt:.6f} hartree")
print(f"muex A crystal = {muex_a_crystal:.6f} hartree")
print(f"muex B melt = {muex_b_melt:.6f} hartree")
print(f"muex B crystal = {muex_b_crystal:.6f} hartree")
print(f"muex B crystal - melt = {muex_b_crystal - muex_b_melt:.6f} hartree"
      f" = {(muex_b_crystal - muex_b_melt) * ev:.4f} eV")
print(f"muex B melt by insertion = {muex_b_insertion:.6f} hartree")
print(f"  its standard error = {T * insertion_error / insertion:.6f} hartree")
print(f"midpoint interstitial pair cost = {interstitial:.3f} hartree")
print(f"k_c from excess potentials = {k_c:.6f}")
print(f"k_x from excess potentials = {k_x:.6f}")
print(f"k_c from two-phase equilibrium = {k_c_full:.6f}")
print(f"k_x from two-phase equilibrium = {k_x_full:.6f}")
print(f"k_w from two-phase equilibrium = {k_w_full:.6f}")
for x in (0.01, 0.05):
    T_x, x_s, _ = coexistence(x)
    print(f"x_melt {x:.2f}: x_crystal/x_melt = {x_s / x:.6f}, "
          f"T = {T_x:.7f} hartree")
print(f"liquidus drop per x_melt, equilibrium = {slope_full:.7f} hartree")
print(f"liquidus drop per x_melt, formula = {slope_formula:.7f} hartree")
print(f"gamma B melt, pure melt reference = {gamma_melt:.5f}")
print(f"gamma B crystal, pure crystal reference = {gamma_crystal:.5f}")
print(f"pure B mu melt - crystal = {fusion_b:.6f} hartree")
print(f"k_x from pure-B references = {k_reference:.6f}")
print(f"same without the fusion term = {gamma_melt / gamma_crystal:.6f}")
print(f"off-melting temperature = {T_off:.5f} hartree")
print(f"host mu melt - crystal there = {host_gap(T_off):.6f} hartree")
print(f"exchange-only ratio there = {k_exchange:.6f}")
print(f"ratio with host term there = {k_off:.6f}")
print(f"ratio from separate activities there = {k_off_direct:.6f}")
for n, value in offset.items():
    print(f"fixed-length minus fixed-force g, N={n}: {value:.3e} hartree")
print(f"k factor for 0.001 hartree error = {np.exp(0.001 / T):.4f}")
print("PASS")
```

Running it gives:

```
T_melt = 0.0040 hartree = 1263.1 K
compressive force P = 0.0010 hartree/bohr
Morse AA: depth 0.0100 hartree, r0 5.00 bohr
Morse AB: depth 0.0090 hartree, r0 5.30 bohr
Morse BB: depth 0.0080 hartree, r0 5.60 bohr
Morse exponent = 0.90 1/bohr
site stiffness A, B = 0.020, 0.024 hartree/bohr^2
site energy A (calibrated) = -0.003178 hartree
site energy B minus A = 0.0040 hartree
mass ratio B/A = 2.0
length per host atom, crystal = 5.2000 bohr
length per host atom, melt = 6.0648 bohr
host entropy of fusion = 1.2162 k_B per atom
host latent heat = 0.004865 hartree per atom
g melt = 0.001977 hartree
g crystal = 0.006682 hartree
muex A melt (z in 1/bohr) = 0.000352 hartree
muex A crystal = -0.000263 hartree
muex B melt = 0.002329 hartree
muex B crystal = 0.006419 hartree
muex B crystal - melt = 0.004090 hartree = 0.1113 eV
muex B melt by insertion = 0.002433 hartree
  its standard error = 0.000029 hartree
midpoint interstitial pair cost = 1.923 hartree
k_c from excess potentials = 0.359711
k_x from excess potentials = 0.308420
k_c from two-phase equilibrium = 0.359711
k_x from two-phase equilibrium = 0.308420
k_w from two-phase equilibrium = 0.308420
x_melt 0.01: x_crystal/x_melt = 0.308705, T = 0.0039772 hartree
x_melt 0.05: x_crystal/x_melt = 0.309819, T = 0.0038846 hartree
liquidus drop per x_melt, equilibrium = 0.0022746 hartree
liquidus drop per x_melt, formula = 0.0022746 hartree
gamma B melt, pure melt reference = 1.00754
gamma B crystal, pure crystal reference = 0.60418
pure B mu melt - crystal = -0.006751 hartree
k_x from pure-B references = 0.308419
same without the fusion term = 1.667599
off-melting temperature = 0.00380 hartree
host mu melt - crystal there = 0.000237 hartree
exchange-only ratio there = 0.298442
ratio with host term there = 0.317619
ratio from separate activities there = 0.317618
fixed-length minus fixed-force g, N=100: -2.136e-05 hartree
fixed-length minus fixed-force g, N=400: -5.310e-06 hartree
fixed-length minus fixed-force g, N=800: -2.653e-06 hartree
k factor for 0.001 hartree error = 1.2840
PASS
```
